# Additive mean of ln T and exponential decay of typical transmission, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Random phases make the mean logarithm additive

### The question

A wave travels along a single-mode guide and meets two partial reflectors. It may be light in an optical fibre, or an electron of fixed energy in a wire with one open channel, its interactions with other electrons left out. Each reflector alone transmits a known fraction of the incident flux. The pair can transmit much less than either one or, if the two reflect equally, all of the flux at resonance, because the waves reflected back and forth between them interfere. The outcome depends on the gap measured in half wavelengths. If the gap is not controlled on that scale, the phase is effectively random, and the useful question is which average of the transmission obeys a simple law.

The average of $\ln T$ does: it is the sum of the separate logarithms, at any scattering strength. For a long chain this suggests that transmission falls exponentially with length, although nothing is absorbed. That conclusion needs a second result, a bound on the fluctuations of $\ln T$, which is proved in Part II.

### Scatterers and conventions

The time factor is $e^{-i\omega t}$, so $e^{ikx}$ with $k>0$ moves to the right. Amplitudes are normalised so that their squared moduli are fluxes. For a wave incident from the left, scatterer $j$ has transmission amplitude $t_j$ and reflection amplitude $r_j$. For incidence from the right they are $t_j'$ and $r_j'$. Outgoing amplitudes follow from incoming ones through

$$S_j=\begin{pmatrix} r_j & t_j'\\ t_j & r_j'\end{pmatrix}.$$

The scatterers are lossless, so $S_j$ is unitary. The first column gives $|r_j|^2+|t_j|^2=1$, and the first row gives $|r_j|^2+|t_j'|^2=1$. Hence $|t_j|=|t_j'|$. The second column then gives $|r_j'|=|r_j|$. One pair of numbers serves both directions:

$$T_j=|t_j|^2=|t_j'|^2,\qquad R_j=|r_j|^2=|r_j'|^2=1-T_j .$$

I assume $T_j>0$; a perfect mirror would make $\ln T$ infinite. No symmetry of the scatterer is needed.

### Two scatterers in series

Let the gap be $d$, and send a wave of unit amplitude from the left. Let $A$ be the right-moving amplitude just after scatterer 1 and $B$ the left-moving amplitude at the same place. The right-moving wave consists of what scatterer 1 transmits and what it reflects back into the gap:

$$A=t_1+r_1'B .$$

The left-moving wave is the right-moving one after it has crossed the gap, been reflected by scatterer 2 and crossed the gap again:

$$B=r_2e^{2ikd}A .$$

Substitution gives $A(1-r_1'r_2e^{2ikd})=t_1$. The transmitted amplitude is $t=t_2e^{ikd}A$, so

$$t=\frac{t_1t_2e^{ikd}}{1-r_1'r_2e^{2ikd}} . \tag{1}$$

Define

$$a=\sqrt{R_1R_2}<1,\qquad \varphi=2kd+\arg r_1'+\arg r_2 .$$

Then $r_1'r_2e^{2ikd}=ae^{i\varphi}$, and the squared modulus of (1) is

$$T=\frac{T_1T_2}{|1-ae^{i\varphi}|^2}
=\frac{T_1T_2}{1+a^2-2a\cos\varphi}. \tag{2}$$

The angle $\varphi$ is the phase gained in one round trip between the scatterers, reflections included. If one reflection vanishes, its phase is undefined, but then $a=0$ and $\varphi$ has no effect.

### Lemma 1: two averages of a logarithm

Let $0\le a<1$, let $\varphi$ be uniform on $[0,2\pi)$, and write $X=\ln|1-ae^{i\varphi}|^2$. Then

$$\langle X\rangle=0,\qquad \langle X^2\rangle=2\,\mathrm{Li}_2(a^2),\qquad
\mathrm{Li}_2(x)=\sum_{n=1}^{\infty}\frac{x^n}{n^2}. \tag{3}$$

*Proof.* For a complex number $q$ with $|q|<1$, the principal logarithm has the series $\ln(1-q)=-\sum_{n\ge1}q^n/n$. Its real part is $\ln|1-q|$, so $\ln|1-q|^2$ is twice the real part. With $q=ae^{i\varphi}$,

$$X=-2\sum_{n=1}^{\infty}\frac{a^n}{n}\cos n\varphi . \tag{4}$$

The terms are bounded by $2a^n/n$, whose sum converges, so the series converges uniformly in $\varphi$ and may be averaged term by term. Every cosine with $n\ge1$ averages to zero, which proves the first statement.

For the second, the product of two such series converges absolutely and may also be averaged term by term. Since $\langle\cos n\varphi\cos m\varphi\rangle=\tfrac12\delta_{nm}$ for $n,m\ge1$,

$$\langle X^2\rangle=4\sum_{n=1}^{\infty}\frac{a^{2n}}{n^2}\,\frac12=2\,\mathrm{Li}_2(a^2).\qquad\blacksquare$$

### Theorem 1: two scatterers

*If the round-trip phase between two lossless scatterers is uniform on $[0,2\pi)$, then*

$$\langle\ln T\rangle=\ln T_1+\ln T_2 . \tag{5}$$

*Proof.* The logarithm of (2) is $\ln T=\ln T_1+\ln T_2-X$, and $\langle X\rangle=0$ by Lemma 1. $\blacksquare$

The theorem does not say that interference is weak. For two equal scatterers $a=R_1$, and at $\varphi=0$ equation (2) gives $T=T_1^2/(1-R_1)^2=1$: the pair is transparent however strongly each member reflects. At $\varphi=\pi$ it gives $T=T_1^2/(1+R_1)^2$, which is less than the product $T_1^2$. On the logarithmic scale, gains and losses balance over a full cycle of phase. They do not balance for $T$ or for $1/T$.

### Other averages obey other laws

For $T$ itself, expand the denominator of (2) as a product of two geometric series:

$$\frac1{|1-ae^{i\varphi}|^2}=\sum_{m,n\ge0}a^{m+n}e^{i(m-n)\varphi}.$$

The average keeps the terms with $m=n$, whose sum is $1/(1-a^2)$. Therefore

$$\langle T\rangle=\frac{T_1T_2}{1-R_1R_2}. \tag{6}$$

This is also the result of adding the intensities, not the amplitudes, of the successive internal reflections: $T_1T_2(1+R_1R_2+R_1^2R_2^2+\dots)$. If (6) is used as a classical composition rule, then

$$\frac1T-1=\frac{1-R_1R_2-(1-R_1)(1-R_2)}{T_1T_2}
=\frac{R_1(1-R_2)+R_2(1-R_1)}{T_1T_2}
=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

The quantity $R/T=1/T-1$ adds in series as resistances do. For $N$ equal scatterers the classical rule gives

$$\frac1{T_{\rm cl}}=1+N\frac{R_1}{T_1}, \tag{7}$$

a decay as $1/N$, not an exponential.

For $1/T$, the cosine in (2) averages to zero and $\langle1/T\rangle=(1+R_1R_2)/(T_1T_2)$. Hence

$$2\left\langle\frac1T\right\rangle-1
=\frac{2+2R_1R_2-(1-R_1)(1-R_2)}{T_1T_2}
=\frac{(1+R_1)(1+R_2)}{T_1T_2}.$$

Because $1+R_j=2-T_j$, this is a product:

$$2\left\langle\frac1T\right\rangle-1=\left(\frac2{T_1}-1\right)\left(\frac2{T_2}-1\right). \tag{8}$$

### The chain and the condition on its phases

Now place $N$ scatterers in a row, with gap $d_n$ between scatterers $n$ and $n+1$. Let $T_{(n)}$ and $R_{(n)}=1-T_{(n)}$ belong to the first $n$ scatterers taken as one block, and let $r_{(n)}'$ be the reflection amplitude of that block for a wave from the right. The block is itself a lossless scatterer, so (2) applies to it and the next scatterer:

$$T_{(n)}=\frac{T_{(n-1)}T_n}{|1-a_ne^{i\varphi_n}|^2},\qquad a_n=\sqrt{R_{(n-1)}R_n}, \tag{9}$$

$$\varphi_n=2kd_{n-1}+\arg r_{(n-1)}'+\arg r_n .$$

The denominator is at most 4, so $T_{(n)}$ stays positive and $a_n<1$ at every stage.

The assumption on the phases is this: **given all the gaps to the left of $d_{n-1}$, the phase $\varphi_n$ is uniform on $[0,2\pi)$.** The condition "given" matters, because the reflection phase of the block depends on those earlier gaps.

Independent gaps satisfy the assumption if each $2kd_{n-1}$ is uniform modulo $2\pi$, that is, if each gap is uniform modulo half a wavelength, $\pi/k$. Once the earlier gaps are fixed, $\arg r_{(n-1)}'+\arg r_n$ is a fixed number, and adding a fixed number to a uniform angle leaves it uniform.

### Theorem 2: the chain

*Under this assumption,*

$$\langle\ln T_{(N)}\rangle=\sum_{j=1}^N\ln T_j . \tag{10}$$

*Proof.* Take the logarithm of (9) and apply it repeatedly from $n=N$ down to $n=2$:

$$\ln T_{(N)}=\sum_{j=1}^N\ln T_j-\sum_{n=2}^NX_n,\qquad X_n=\ln|1-a_ne^{i\varphi_n}|^2 . \tag{11}$$

Given the gaps to the left, $a_n$ is fixed and $\varphi_n$ is uniform. Lemma 1 then gives a conditional mean of zero:

$$\langle X_n\,|\,\text{left}\rangle=0 . \tag{12}$$

Averaging over the left gaps leaves $\langle X_n\rangle=0$, and (10) follows. $\blacksquare$

As an example take three unequal scatterers with $R=0.3$, $0.2$ and $0.4$. The right side of (10) is $\ln0.7+\ln0.8+\ln0.6=-1.0906$. The left side can be found without the composition rule, by solving the wave equation for three point scatterers with these reflections and averaging $\ln T$ over a grid of $64\times64$ pairs of gaps that covers half a wavelength in each. The result is again $-1.0906$.

If the $T_j$ are themselves random but independent of the gaps, (10) holds for each set of $T_j$. Averaging over the sets replaces $\ln T_j$ by its mean, provided that this mean is finite.

The law for $1/T$ also extends to the chain. Equation (8), applied to the left block and the next scatterer, is linear in $1/T_{(n-1)}$, so it can be averaged over the left gaps. By induction,

$$2\left\langle\frac1{T_{(N)}}\right\rangle-1=\prod_{j=1}^N\left(\frac2{T_j}-1\right). \tag{13}$$

The mean of $T$ does not extend in this way. For given left gaps, (6) yields

$$f(T_{(n-1)})=\frac{T_{(n-1)}T_n}{1-(1-T_{(n-1)})R_n}=\frac{T_{(n-1)}T_n}{T_n+R_nT_{(n-1)}} .$$

The derivative $f'(x)=T_n^2/(T_n+R_nx)^2$ is positive and does not increase with $x$, so $f$ is increasing and concave. Jensen's inequality gives $\langle T_{(n)}\rangle=\langle f(T_{(n-1)})\rangle\le f(\langle T_{(n-1)}\rangle)$. By induction the coherent mean never exceeds the classical value. Jensen's inequality for the logarithm bounds the mean from the other side:

$$e^{\langle\ln T_{(N)}\rangle}\le\langle T_{(N)}\rangle\le T_{\rm cl}. \tag{14}$$

### When the phase is not quite uniform

Suppose that a gap is spread evenly over a window of width $w$ centred at $d_0$. The phase then covers an interval of width $2kw$ about a central value $\varphi_0$, and

$$\langle e^{in\varphi}\rangle=\frac{e^{in\varphi_0}}{2kw}\int_{-kw}^{kw}e^{in\theta}\,d\theta
=e^{in\varphi_0}\,\frac{\sin(nkw)}{nkw}.$$

Insert the real part into the average of (4):

$$\langle X\rangle=-2\sum_{n=1}^\infty\frac{a^n}{n}\cos(n\varphi_0)\frac{\sin(nkw)}{nkw},\qquad
|\langle X\rangle|\le\frac{2\,\mathrm{Li}_2(a)}{kw}. \tag{15}$$

The bound follows by replacing each sine and cosine by 1. If $w$ is a whole number of half wavelengths, $kw$ is a multiple of $\pi$, every sine vanishes, and additivity is exact. Otherwise the error falls at least as fast as $1/w$.

For two point scatterers with $R=0.1$ and a window of 10.5 half wavelengths, the wave equation was solved at 20,000 gaps in the window, for eight window centres equally spaced over half a wavelength. The largest shift of $\langle\ln T\rangle$ was $0.0061$ in size; the bound is $0.0062$. Both are small beside the mean itself, $2\ln0.9=-0.211$.

### Loss between the scatterers

Let each passage of a gap multiply the amplitude by $e^{-\alpha d/2}$, so that the flux falls by $e^{-\alpha d}$. Treat this factor as fixed while the phase varies, which is accurate when absorption over half a wavelength is negligible. One passage enters the numerator of (1) and two passages enter the round trip, so

$$T=\frac{T_1T_2e^{-\alpha d}}{|1-ae^{-\alpha d}e^{i\varphi}|^2}.$$

Since $ae^{-\alpha d}<1$, Lemma 1 still removes the denominator from the mean logarithm:

$$\langle\ln T\rangle=\ln T_1+\ln T_2-\alpha d . \tag{16}$$

In a chain the left block now absorbs, but it cannot reflect more flux than it receives. Its reflection amplitude times that of the next scatterer therefore still has modulus below 1, and the same step can be repeated. Each gap subtracts its own $\alpha d$, even though the internal reflections lengthen some of the paths.

## Part II. From the mean logarithm to typical transmission

### What is carried over

Scatterer $j$ transmits a fraction $T_j>0$ and reflects $R_j=1-T_j$. The first $n$ scatterers together have $T_{(n)}$ and $R_{(n)}=1-T_{(n)}$. The wave number is $k$, and the round-trip phase $\varphi_n$ between scatterer $n$ and the block to its left is uniform, given all earlier gaps. Part I showed that

$$\ln T_{(N)}=\sum_{j=1}^N\ln T_j-\sum_{n=2}^NX_n,\qquad \langle X_n\,|\,\text{left}\rangle=0, \tag{17}$$

with $X_n=\ln|1-a_ne^{i\varphi_n}|^2$ and $a_n^2=R_{(n-1)}R_n$. For given left gaps the mean square of $X_n$ is $2\,\mathrm{Li}_2(a_n^2)$, where $\mathrm{Li}_2(x)=\sum_{n\ge1}x^n/n^2$. Hence $\langle\ln T_{(N)}\rangle=\sum_j\ln T_j$.

A mean says what is typical if the spread about it is small enough. In a chain of $N$ equal scatterers the mean of $\ln T$ is proportional to $N$, so its standard deviation must grow more slowly than $N$.

When each round-trip phase is uniform for given earlier gaps, the mean of $\ln T$ for a chain is the sum of the separate logarithms. It remains to bound the fluctuations of $\ln T$ and so to find how the typical transmission falls with length.

All numerical values are calculated from the stated model.
